# Elastic compliance from strain fluctuations, with and without a thermostat

The shape fluctuations of a flexible simulation cell measure the elastic compliance of the material inside it. If $e_i$ are the strain components of a periodic cell of mean volume $V_0$, then

$$
\mathrm{cov}(e_i,e_j)=\frac{kT}{V_0}\,S_{ij},\qquad
S=\begin{cases}S^T & \text{with a thermostat},\\ S^S & \text{at constant enthalpy},\end{cases}
\tag{1}
$$

where $S^T$ is the isothermal and $S^S$ the adiabatic compliance. The isothermal line holds at any system size if $S^T_{ij}$ is read as the response $\partial\langle e_i\rangle/\partial\sigma_j$ of the mean strain to stress. The adiabatic line holds to leading order in $1/N$, with $N$ the number of atoms.

The cell vectors are the columns of a matrix $h=(1+\varepsilon)h_0$, where $h_0$ is a fixed reference cell, taken as the mean cell, and $\varepsilon$ is symmetric, so that rotations of the cell are excluded. The independent components are collected in $e=(\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz},2\varepsilon_{yz},2\varepsilon_{xz},2\varepsilon_{xy})$. With the factors of two, the work of a stress $\sigma$ (positive in tension) is $V_0\,\sigma\cdot e=V_0\sum_i\sigma_ie_i$. The centre of mass is at rest. The enthalpy is $H=E-V_0\,\sigma\cdot e$, where $E$ is the kinetic plus potential energy of the atoms.

The dynamics must first be turned into a probability density for $e$. One dimension shows how. Atoms at $r_i=Ls_i$ in a cell of length $L$ are given the kinetic energy $\tfrac12\sum_i mL^2\dot s_i^2$, and the cell is given $\tfrac12W\dot L^2$ with a fictitious mass $W$. The momenta are $\pi_i=mL^2\dot s_i$ and $P=W\dot L$, and at zero load the conserved energy is

$$
H_{\rm tot}=\sum_i\frac{\pi_i^2}{2mL^2}+U(Ls_1,\dots,Ls_N)+\frac{P^2}{2W}.
\tag{2}
$$

In three dimensions $\pi_i^2/L^2$ becomes $\pi_i^{\mathsf T}(h^{\mathsf T}h)^{-1}\pi_i$, and the cell term becomes a quadratic form in the momenta conjugate to $e$. At fixed cell, $r_i=Ls_i$ and $p_i=\pi_i/L$ give $ds_i\,d\pi_i=dr_i\,dp_i$. Integrating the Boltzmann factor over the atomic variables therefore gives the ordinary partition function $e^{-F(e,T)/kT}$ of the atoms in that cell. The integral over the cell momentum is a constant. With a thermostat that samples the canonical distribution of all these variables,

$$
p(e)\propto\exp\left\{-\frac{F(e,T)-V_0\,\sigma\cdot e}{kT}\right\}.
\tag{3}
$$

The mass $W$ has dropped out: it affects how fast the cell moves, not the equilibrium distribution of its shape.

The isothermal result follows by differentiating $\langle e_i\rangle=\int e_i\,w\,de\big/\!\int w\,de$, where $w$ is the right side of (3). Since $\partial w/\partial\sigma_j=(V_0e_j/kT)\,w$, the quotient rule gives

$$
S^T_{ij}\equiv\frac{\partial\langle e_i\rangle}{\partial\sigma_j}
=\frac{V_0}{kT}\Big(\langle e_ie_j\rangle-\langle e_i\rangle\langle e_j\rangle\Big).
\tag{4}
$$

This is the first line of (1), and no expansion was made. It needs a load that enters linearly in $e$. A hydrostatic pressure $p$ enters as $pV(e)$, which also has terms quadratic in the strain. Equation (4) then still holds for a small additional $\sigma$ at fixed $p$, but the response contains those quadratic terms and is not the inverse of the curvature of $F$ alone. The rest of the text takes the load to be linear.

To connect (4) with elastic constants, expand $F-V_0\,\sigma\cdot e$ about its minimum. With $C^T_{ij}=V_0^{-1}\partial^2F/\partial e_i\partial e_j$ the exponent is $-(V_0/2kT)\,\delta e\cdot C^T\delta e$, a Gaussian with covariance $(kT/V_0)(C^T)^{-1}$. The exponent is proportional to $N$, so $\delta e\sim N^{-1/2}$. The cubic term is then of order $N\,N^{-3/2}=N^{-1/2}$ and acts on the covariance only through its square; the quartic term is of order $N\,N^{-2}=N^{-1}$. Replacing $S^T$ by $(C^T)^{-1}$ thus costs a relative error of order $1/N$.

Without a thermostat, consider states of one enthalpy $H$. A cell with strain $e$ then contains atoms of energy $E=H+V_0\,\sigma\cdot e$, and its weight is the number of atomic states at that energy. In terms of the entropy $\mathcal S(E,e)$,

$$
p(e\,|\,H)\propto\exp\left\{\frac{\mathcal S(H+V_0\,\sigma\cdot e,\;e)}{k}\right\}.
\tag{5}
$$

The first law, $dE=T\,d\mathcal S+V_0\,\tau\cdot de$, with $\tau$ the internal stress, gives $\partial\mathcal S/\partial E=1/T$ and $\partial\mathcal S/\partial e_i=-V_0\tau_i/T$. By the chain rule,

$$
\frac{d\mathcal S}{de_i}=\frac{V_0\sigma_i}{T}-\frac{V_0\tau_i}{T}=\frac{V_0}{T}(\sigma_i-\tau_i).
\tag{6}
$$

The most probable strain is the one at which internal and applied stress agree. In a second differentiation the derivative of $1/T$ multiplies $\sigma_i-\tau_i$ and vanishes there, which leaves $-(V_0/T)\,d\tau_i/de_j$. The path of this derivative is fixed by $dE=V_0\,\sigma\cdot de$. At the peak this equals $V_0\,\tau\cdot de$, so the first law gives $d\mathcal S=0$: the path is locally an adiabat, and $d\tau_i/de_j=C^S_{ij}$. Hence

$$
p(e\,|\,H)\propto\exp\left\{-\frac{V_0}{2kT}\,\delta e\cdot C^S\delta e\right\},\qquad
\mathrm{cov}(e_i,e_j)=\frac{kT}{V_0}S^S_{ij},
\tag{7}
$$

with $S^S=(C^S)^{-1}$, up to relative corrections of order $1/N$ by the same counting as before. Physically, a strain that would heat or cool the atoms on an adiabat does so here as well, to first order, and no bath restores the temperature.

The dynamics conserves $H$ plus the kinetic energy of the cell, not $H$ itself. The enthalpy therefore varies by an amount of order $kT$. Since $\partial\langle e\rangle/\partial H$ is of order $1/N$, this adds a term of order $1/N^2$ to a covariance of order $1/N$, again a relative correction of order $1/N$.

The two compliances are linked by the remark that a thermostatted run is a mixture of constant-enthalpy ensembles. The law of total covariance reads

$$
\mathrm{cov}_T(e_i,e_j)=\big\langle\mathrm{cov}(e_i,e_j\,|\,H)\big\rangle+\mathrm{cov}\big(\langle e_i\rangle_H,\langle e_j\rangle_H\big).
\tag{8}
$$

Let $\alpha_i=(\partial e_i/\partial T)_\sigma$ be the thermal expansion and $c_\sigma=(\partial H/\partial T)_\sigma$ the heat capacity of the whole cell at constant stress. To leading order $\langle e_i\rangle_H$ is linear in $H$ with slope $\alpha_i/c_\sigma$. Differentiating $\langle H\rangle$, formed with weights $e^{-H/kT}$, with respect to $T$ gives $c_\sigma=\mathrm{var}(H)/kT^2$. The last term of (8) is therefore $\alpha_i\alpha_j\,kT^2/c_\sigma$. Dividing (8) by $kT/V_0$ yields

$$
S^T_{ij}-S^S_{ij}=\frac{V_0T\,\alpha_i\alpha_j}{c_\sigma}.
\tag{9}
$$

The thermostat makes the cell softer along every strain component that changes on heating, whether by expansion or by contraction. In a cubic crystal under no load or hydrostatic load, $\alpha$ has equal normal components and no shear components, so $S_{11}$ and $S_{12}$ shift by the same amount and $S_{44}$ does not shift.

A quasi-harmonic model crystal shows this for a strain with several components. Its bonds point along the six face diagonals of a cube, and each bond direction carries oscillators whose stiffness follows the curvature of the anharmonic bond energy. The strain has the components $xx$, $yy$, $zz$ and $2xy$, and the densities (3) and (5) are integrated numerically at 600 K. Numerical second derivatives of the free energy, and of the energy at constant entropy, give independently

$$
\begin{aligned}
(S_{11},S_{12},S_{44})^T&=(265.1,\,-88.4,\,353.5)\ \mathrm{bohr^3/E_h},\\
(S_{11},S_{12},S_{44})^S&=(261.6,\,-91.9,\,353.5)\ \mathrm{bohr^3/E_h}.
\end{aligned}
$$

Both normal components differ by 3.5 and the shear component is unchanged, as (9) requires. The negative $S_{12}$ means that a cell which happens to be long in $x$ tends to be short in $y$. The strain covariances of 800 atoms, multiplied by $V_0/kT$, deviate from these values by at most 0.058 % of $S_{11}$ in the isothermal and 0.044 % in the adiabatic case. For 400 atoms the deviations are about twice as large, which is the predicted $1/N$ behaviour.

The competing method keeps the cell fixed and observes the stress. At fixed scaled coordinates $s$ the potential energy is a function $U(s,e)$. Integrating over the momenta $\pi$ of the $N-1$ free atoms gives a factor $V^{N-1}$, so that, apart from a constant,

$$
F(e)=-kT\ln\int e^{-U(s,e)/kT}\,ds-(N-1)kT\ln\frac{V(e)}{V_0}.
\tag{10}
$$

The first derivative of the first term is $\langle\partial U/\partial e_i\rangle$. In the second derivative the average changes both because $\partial U/\partial e_i$ depends on $e$ and because the Boltzmann weight does:

$$
C^T_{ij}=\frac1{V_0}\left[\left\langle\frac{\partial^2U}{\partial e_i\partial e_j}\right\rangle
-\frac1{kT}\,\mathrm{cov}\!\left(\frac{\partial U}{\partial e_i},\frac{\partial U}{\partial e_j}\right)
-(N-1)kT\,\frac{\partial^2\ln V}{\partial e_i\partial e_j}\right].
\tag{11}
$$

The first term, the Born term, is the stiffness when all atoms follow the strain uniformly. The second is the softening because they need not do so. In one dimension $V$ becomes $L=L_0(1+e)$, and the last term in the bracket is $+(N-1)kT$ at $e=0$.

The two methods differ in what must be obtained from fluctuations. In (1) it is the whole answer. In (11) it is one term, which can be small. Expand $\partial U/\partial e_i$ in the atomic displacements $u$ from their equilibrium positions in the fixed cell. The linear term is absent if a uniform strain leaves every atom free of force, as in a crystal with each atom at a centre of inversion. The fluctuating part is then quadratic in $u$. Since $u^2\sim T$, its variance is proportional to $T^2$, and after division by $kT$ the softening is proportional to $T$ at low temperature. If atoms do relax internally under strain, the linear term gives a variance proportional to $T$ and a softening that survives as $T\to0$ in classical mechanics. The fluctuation term then need not become small at low temperature.

The statistical error of a variance follows from its time correlation. Let $x(t)$ be a stationary Gaussian signal of zero mean, variance $s^2$ and normalized correlation function $\rho(t)$. For Gaussian variables $\langle x^2(0)x^2(t)\rangle=s^4+2s^4\rho^2(t)$. The average of $x^2$ over a run of length $t_{\rm run}$, long compared with the decay of $\rho$, has the variance $t_{\rm run}^{-1}\int_{-\infty}^{\infty}2s^4\rho^2\,dt$. Relative to $s^2$ the error $\eta$ of one run is therefore

$$
\eta^2=\frac{4}{t_{\rm run}}\,I,\qquad I=\int_0^\infty\rho^2(t)\,dt .
\tag{12}
$$

For the strain, model the cell as an oscillator of frequency $\omega$ with friction $\gamma$ from the thermostat. Then $\ddot\rho+\gamma\dot\rho+\omega^2\rho=0$ with $\rho(0)=1$ and $\dot\rho(0)=0$. Multiply by $\dot\rho$ and integrate from zero to infinity. The first term gives zero and the third gives $-\omega^2/2$, so $\int\dot\rho^2dt=\omega^2/2\gamma$. Multiply instead by $\rho$. Integration by parts turns the first term into $-\int\dot\rho^2dt$, and the second gives $-\gamma/2$. Hence $\omega^2I=\omega^2/2\gamma+\gamma/2$, or

$$
I=\frac1{2\gamma}+\frac{\gamma}{2\omega^2}.
\tag{13}
$$

With little friction the oscillator keeps its energy too long; with much friction it creeps. The derivative with respect to $\gamma$ vanishes at $\gamma=\omega$, where $I=1/\omega$ and $\eta=2/\sqrt{\omega t_{\rm run}}$. In one dimension (1) gives $\mathrm{var}(L)=kT\,L_0S^T$. The cell then has the spring constant $kT/\mathrm{var}(L)=1/(L_0S^T)$ and

$$
\omega=\frac1{\sqrt{W L_0S^T}} .
\tag{14}
$$

A heavy cell is slow, and so is a soft one. Near an elastic instability $S^T$ grows, and the convergence time grows with it. Where $C^T$ vanishes, the Gaussian expansion that leads to $(C^T)^{-1}$ fails. The one behind (7) contains $C^S$, which need not vanish at the same point.

For a worked comparison take a periodic chain of $N=32$ atoms of mass 20000 $m_e$ at 600 K, where $kT=0.001900\ \mathrm{E_h}$. Neighbours at distance $r$ have the energy $\varphi(x)=\tfrac12kx^2-\tfrac13ax^3+\tfrac14bx^4$ with $x=r-5$ bohr and coefficients $k=0.05$, $a=0.10$, $b=0.08$ in atomic units ($k$ is here a spring constant). At constant load the bonds are statistically independent, so one-bond integrals give the thermodynamics. The mean bond length is 5.0825 bohr, hence $L_0=32\times5.0825=162.64$ bohr. The compliance, here an inverse force, is $S^T=5.255$ bohr/E$_h$ from the change of length with tension and $S^S=4.719$ bohr/E$_h$ along a numerically followed adiabat. The difference, 0.536 bohr/E$_h$, agrees with (9). The rms strain with a thermostat is

$$
\sqrt{\frac{kT\,S^T}{L_0}}=\sqrt{\frac{0.001900\times5.255}{162.64}}=0.78\ \%,
$$

and the same arithmetic with $S^S$ gives 0.74 % at constant enthalpy.

Drawing 162946 independent states at one fixed total energy, cell kinetic energy included, gives a compliance of 4.68 bohr/E$_h$. This is 0.7 % below $S^S$ and 11 % below $S^T$, so the sample clearly selects the adiabatic value. The sampling error is about $\sqrt{2/162946}=0.35$ %; the exact value for $N=32$ at this total energy, from an inverse Laplace transform of one-bond integrals, is 4.717 bohr/E$_h$, only 0.03 % below $S^S$. The remaining difference is therefore not the $1/N$ correction but a deviation of about two sampling errors.

Molecular dynamics was run for 128 trajectories of 9.68 ps each, with $W=20000\,m_e$ and $\gamma=3.0\times10^{-4}$ per atomic unit of time. The thermostatted flexible cell gives $5.18\pm0.09$ bohr/E$_h$ from all trajectories together, in agreement with $S^T$. For the error of a single trajectory, (14) gives $\omega=(20000\times162.64\times5.255)^{-1/2}=2.42\times10^{-4}$ per atomic unit of time, close to the best match with $\gamma$. Equation (13) then gives $I=0.102$ ps, and (12) gives

$$
\eta=\sqrt{\frac{4\times0.102}{9.68}}=21\ \% .
$$

The observed scatter (standard deviation) between trajectories is 20 % of $S^T$. With a cell nine times heavier the compliance is $5.44\pm0.23$ bohr/E$_h$, again consistent with $S^T$, but the scatter rises to 38 % of $S^T$. Equations (12) and (13) would give 50 %. They overestimate the scatter here mainly because the variance of each run is taken about that run's own mean, which follows part of the slow motion of the cell. For a Gaussian signal with the oscillator correlation and a run of 9.68 ps, the variance about the run's own mean scatters by 38 %, as observed. It is also biased: on average it lies 21 % below the true value for the heavy cell and 2.6 % below for the light one. Both effects disappear when the run is very long compared with the decay of $\rho$.

At constant enthalpy the dynamics gives $5.2\pm0.5$ bohr/E$_h$. This is compatible with $S^S$, but also with $S^T$, so here the adiabatic formula rests on the direct sampling and not on the trajectories. The scatter of single trajectories is 109 % of $S^S$, or 98 % of the mean value found in these runs. An oscillator that kept its energy $\epsilon$ throughout a run would show a mean square displacement proportional to $\epsilon$. Over an ensemble $\epsilon$ is distributed nearly as $e^{-\epsilon/kT}$, whose standard deviation equals its mean, and the scatter would be close to 100 %. The observed value suggests that the cell hardly exchanges energy with the atoms within 10 ps. This is a conjecture, since the energy of the cell mode was not followed.

In the fixed cell $\partial U/\partial e=\sum r\varphi'$ and $\partial^2U/\partial e^2=\sum r^2\varphi''$ at $e=0$. The three terms of (11), in the order Born, fluctuation, kinetic, are

$$
C^T=0.22650-0.03763+0.00036=0.18923\ \mathrm{E_h/bohr},
$$

compared with $1/S^T=0.1903$ E$_h$/bohr. The difference of 0.6 % is about five times the standard error of the 128 runs, $1.3\ \%/\sqrt{128}\approx0.12$ %, and is a finite-size effect. The exact curvature of $F$ at the mean length, from the $N$-fold convolution of the one-bond distribution, gives 0.1891 E$_h$/bohr for $N=32$, which is 0.65 % below $1/S^T$. The gap falls to 0.32 % at $N=64$ and 0.16 % at $N=128$, as expected of a $1/N$ correction. The fluctuation term is one fifth of the modulus. One-bond integrals give its share as 3.35 % at 75 K and 1.61 % at 37.5 K, close to the predicted proportionality to $T$.

The scatter of the modulus between single trajectories is 1.3 % of $1/S^T$, against 20 % of $S^T$ for the compliance from strain. If the fluctuation term had the same 20 % error as the strain variance, its share alone would lead to about $0.2\times20\ \%=4$ %. The rest of the gain must come from faster decorrelation of the stress or from compensation between the terms; the calculation does not separate the two. Since the error falls as $t_{\rm run}^{-1/2}$, an error of 5 % requires

$$
9.68\ \mathrm{ps}\times\left(\frac{19.9}{5}\right)^2\approx153\ \mathrm{ps}
$$

from strain fluctuations and about 0.7 ps from stress fluctuations, equilibration not included. The second value extrapolates the law to runs much shorter than those tested and is only a rough guide. The ratio of roughly 220 belongs to this chain, temperature, cell mass and friction. Other things being equal, it should shrink when the fluctuation term is a larger part of the modulus; this was not tested.

The price of the faster method is the Born term, which needs second derivatives of the potential energy with respect to strain. In first-principles dynamics these are second derivatives of the electronic ground-state energy, whereas (1) is evaluated from the recorded cell vectors, and moving the cell takes only first derivatives, that is, the stress. Either method gives all components from one run. By (12), strain fluctuations reach a relative error $\eta$ after a run of length $4I/\eta^2$: $100\,I$ for 20 % and $1600\,I$ for 5 %. In the oscillator model $I$ is shortest for $\gamma=\omega$. The estimate assumes that the cell is thermostatted or otherwise exchanges energy within the run, and that the crystal stays in one phase. The numerical check tests the fluctuation formulas at zero load, (11) only for the chain, and supplies the numbers used here, apart from the exact finite-$N$ values of the chain and the finite-run values of the Gaussian oscillator model.

## Numbers as computed

```
temperature = 600 K
thermal energy kT = 0.001900 Eh
cubic model: bond constant = 0.6 Eh, anharmonicity = 6
cubic model: volume per atom = 100 bohr^3
isothermal S11, S12, S44 from derivatives = 265.11, -88.37, 353.48 bohr^3/Eh
isothermal S11, S12, S44 from strains, N=800 = 265.19, -88.37, 353.64 bohr^3/Eh
isothermal largest deviation / S11, N=400 and 800 = 0.114, 0.058 %
isothermal compressibility: derivatives, strains N=800 = 265.11, 265.19 bohr^3/Eh
adiabatic S11, S12, S44 from derivatives = 261.58, -91.90, 353.48 bohr^3/Eh
adiabatic S11, S12, S44 from strains, N=800 = 261.62, -91.90, 353.60 bohr^3/Eh
adiabatic largest deviation / S11, N=400 and 800 = 0.087, 0.044 %
adiabatic compressibility: derivatives, strains N=800 = 233.37, 233.36 bohr^3/Eh
chain: atoms = 32, atom mass = 20000 m_e, r0 = 5.0 bohr
chain: k = 0.05 Eh/bohr^2, a = 0.1 Eh/bohr^3, b = 0.08 Eh/bohr^4
chain mean bond length = 5.0825 bohr
chain heat capacity at zero load = 1.0210 k per atom
chain isothermal compliance, tension derivative = 5.2546 bohr/Eh
chain adiabatic compliance, adiabat = 4.7186 bohr/Eh
chain compliance gap from thermal expansion = 0.5360 bohr/Eh
chain rms strain, thermostat = 0.7835 %
chain rms strain, constant enthalpy = 0.7425 %
stress-fluctuation share of modulus at 600, 75, 37.5 K = 20.12, 3.35, 1.61 %
constant-enthalpy samples accepted = 162946
compliance from constant-enthalpy samples = 4.6838 bohr/Eh
MD: trajectories = 128, time step = 50 a.u. of time
MD: length of each trajectory = 9.676 ps
MD: light cell mass = 20000 m_e, friction = 3.0e-04 per a.u.
MD compliance, thermostat, light cell = 5.182 +- 0.093 bohr/Eh
MD compliance, thermostat, heavy cell = 5.442 +- 0.232 bohr/Eh
MD compliance, constant enthalpy = 5.248 +- 0.453 bohr/Eh
MD rms energy error / canonical spread = 0.305 %
isothermal modulus: exact, stress fluctuations = 0.19031, 0.18923 Eh/bohr
modulus terms: Born, kinetic, fluctuation = 0.22650, 0.00036, -0.03763 Eh/bohr
cell frequency of light cell = 2.419e-04 per a.u. of time
correlation integral: measured, oscillator = 0.1035, 0.1023 ps
predicted strain error: measured integral, oscillator = 20.68, 20.57 %
one-run error, strain, thermostat, light cell = 19.86 %
one-run error, strain, thermostat, heavy cell = 38.35 %
one-run error, strain, constant enthalpy = 108.52 %
one-run error, stress, fixed cell = 1.34 %
quarter-run error: strain, stress = 36.54, 2.50 %
run for 5 % error: strain, stress = 152.60, 0.69 ps
run-length ratio strain/stress at equal error = 221.2
```
